# Charge-Dependent Migration Barriers and the Motion of a Defect Level

## 1. Definitions and conventions

A point defect has charge \(qe\), where \(e>0\) is the elementary charge and \(q\) is 0 (neutral) or \(+1\) (singly positive). The symbol \(R\) stands for the positions of all atoms. \(E_q(R)\) is the ground-state energy of the electrons at fixed \(R\), including the repulsion between the nuclei. It is a total energy, without the kinetic energy of the nuclei.

Migration starts at a minimum \(M\) and crosses a saddle \(S\) to an equivalent minimum. The barrier at fixed charge is

\[
B_q=E_q(S)-E_q(M).
\]

Until Section 5, both charge states share the geometry \(M\) and the geometry \(S\).

The electron reservoir has its Fermi energy at \(E_V+E_F\), where \(E_V\) is the valence-band maximum of the perfect host. Thus \(E_F\) is measured upward from the valence band. The formation energy at geometry \(R\) is

\[
F_q(R;E_F)=E_q(R)-E_{\rm host}-\sum_i n_i\mu_i+q(E_V+E_F).
\]

Here \(E_{\rm host}\) is the energy of the perfect host, \(n_i\) is the number of atoms of species \(i\) added to it, and \(\mu_i\) is their chemical potential. The last term enters with a plus sign for \(q=+1\) because the missing electron has been placed in the reservoir, at energy \(E_V+E_F\).

The transition level \(\varepsilon(R)\), written (+/0), is the value of \(E_F\) at which the two formation energies are equal at the same \(R\). The claim is

\[
\boxed{B_0-B_+=\varepsilon(S)-\varepsilon(M).}
\]

The right side is a signed rise. If the level falls on the way to the saddle, the neutral barrier is the smaller one.

## 2. The level as a difference of total energies

Subtract the two formation energies at one geometry. The host energy and the atomic reservoir terms are common, since changing the charge adds no atoms:

\[
F_0(R;E_F)-F_+(R;E_F)=E_0(R)-E_+(R)-E_V-E_F.
\]

Setting this to zero at \(E_F=\varepsilon(R)\) gives

\[
\varepsilon(R)=E_0(R)-E_+(R)-E_V ,
\]

and therefore

\[
F_0-F_+=\varepsilon(R)-E_F .
\]

For \(E_F>\varepsilon(R)\) the neutral state has the lower formation energy, as expected when electrons are easily supplied.

The level contains the full response of the other electrons to the added one. It is a difference between two many-electron energies, and an orbital eigenvalue may replace it only if the two have been shown to agree.

## 3. The barrier identity

Write the level at each end of the climb:

\[
\varepsilon(S)=E_0(S)-E_+(S)-E_V,
\]
\[
\varepsilon(M)=E_0(M)-E_+(M)-E_V.
\]

\(E_V\) belongs to the perfect host and does not depend on where the defect sits. It cancels in the difference:

\[
\varepsilon(S)-\varepsilon(M)
=E_0(S)-E_+(S)-E_0(M)+E_+(M).
\]

Now group the terms by charge instead of by geometry:

\[
\varepsilon(S)-\varepsilon(M)
=[E_0(S)-E_0(M)]-[E_+(S)-E_+(M)]
=B_0-B_+.
\]

This proves the claim. No assumption of independent electrons or weak coupling was used.

The result describes a closed cycle. Start with the positive defect at \(M\). Add an electron, move the neutral defect to \(S\), remove the electron, and return the positive defect to \(M\). The energy changes, with the electron exchanged at the valence-band maximum, are \(\varepsilon(M)\), \(B_0\), \(-\varepsilon(S)\) and \(-B_+\). Their sum is zero because the system has returned to its starting state.

Three consequences follow.

- If the level is equally high at \(M\) and \(S\), the barriers are equal, even if the level varies between them.
- If the level rises, the extra electron costs more at the saddle, and the neutral barrier is higher.
- If the level is measured downward from the conduction band, its depth is \(E_g-\varepsilon\), with \(E_g\) the gap. The barrier difference then equals the decrease of that depth.

The same algebra holds for any neighbouring pair of charges \(q\) and \(q-1\) with shared geometries. Since \(F_{q-1}-F_q=E_{q-1}-E_q-E_V-E_F\), the difference \(B_{q-1}-B_q\) is the rise of the \((q/q-1)\) level.

## 4. What shared geometries imply

At a minimum or saddle the gradient of the total energy vanishes. If both charge states are stationary at \(M\) and \(S\), then

\[
\nabla\varepsilon=\nabla E_0-\nabla E_+=0
\quad\text{at }M\text{ and }S.
\]

A level with a non-zero slope at the neutral minimum shows that the positive state is not stationary there. Zero slope does not mean that the level is flat: its curvature is the difference of the two energy curvatures.

Symmetry can fix shared points. If the surroundings are unchanged by reflection about \(x=0\), then \(E_q(-x)=E_q(x)\). Differentiating gives \(-E_q'(-x)=E_q'(x)\), hence \(E_q'(0)=0\) for each charge. The argument needs a smooth energy, and it does not tell whether the point is a minimum or a maximum.

## 5. When the geometries differ

Let \(M_q\) and \(S_q\) be the minimum and saddle of charge state \(q\), on corresponding paths. Let \(X\) stand for either \(M\) or \(S\). Define a level from separately relaxed energies,

\[
\varepsilon_{\rm th}(X)=E_0(X_0)-E_+(X_+)-E_V.
\]

Subtracting its value at \(M\) from that at \(S\) and regrouping as before gives

\[
B_0-B_+=\varepsilon_{\rm th}(S)-\varepsilon_{\rm th}(M).
\]

The identity survives, but with relaxed levels. Suppose instead that vertical levels are computed at the neutral geometries:

\[
\varepsilon_v(X_0)=E_0(X_0)-E_+(X_0)-E_V.
\]

Define the relaxation energy of the positive state as

\[
\lambda_X=E_+(X_0)-E_+(X_+).
\]

Inserting \(E_+(X_0)=E_+(X_+)+\lambda_X\) gives \(\varepsilon_v(X_0)=\varepsilon_{\rm th}(X)-\lambda_X\). Hence

\[
B_0-B_+=\varepsilon_v(S_0)-\varepsilon_v(M_0)+\lambda_S-\lambda_M .
\]

If \(M_+\) is the lowest point of the basin containing \(M_0\), then \(\lambda_M\ge0\). There is no such rule for \(\lambda_S\), because a saddle has a direction in which the energy falls. What matters is the difference of the relaxation energies; two large but equal ones do no harm.

## 6. Temperature, spin and hop rates

At fixed geometry, let the two charge states have electronic degeneracies \(g_0\) and \(g_+\). Their equilibrium populations \(p_q\) are proportional to \(g_q\exp(-F_q/k_BT)\), so

\[
\frac{p_0}{p_+}=\frac{g_0}{g_+}
\exp\left[\frac{E_F-\varepsilon(R)}{k_BT}\right].
\]

For a neutral spin doublet and a positive singlet, \(g_0/g_+=2\). Equal population then occurs at

\[
E_F=\varepsilon(R)-k_BT\ln2 .
\]

The shift is the same at \(M\) and \(S\) if the degeneracies are, and it cancels in the rise.

For motion along one coordinate, let \(m\) be the moving mass and \(k_q\) the curvature of \(E_q\) at \(M\). Classical transition-state theory divides the thermal flux across the saddle by the configuration integral of the well, here taken as harmonic, assuming that no crossing is reversed:

\[
\Gamma_q=
\frac{\sqrt{k_BT/(2\pi m)}\,e^{-B_q/k_BT}}
{\sqrt{2\pi k_BT/k_q}}
=\nu_q e^{-B_q/k_BT},
\qquad
\nu_q=\frac1{2\pi}\sqrt{\frac{k_q}{m}} .
\]

This is the rate in one direction. Using the identity,

\[
\frac{\Gamma_0}{\Gamma_+}
=\frac{\nu_0}{\nu_+}
\exp\left[-\frac{\varepsilon(S)-\varepsilon(M)}{k_BT}\right].
\]

Shared positions do not imply equal curvatures, so the prefactors can differ.

A second limit is useful in annealing. Suppose the charge stays fixed during each crossing and the populations of the two charge states are in equilibrium. The average rate is \(p_+\Gamma_++p_0\Gamma_0\), where \(p_q\) is now the population of the whole well. The configuration integral \(\sqrt{2\pi k_BT/k_q}\) is proportional to \(1/\nu_q\), so a stiffer well holds fewer defects:

\[
\frac{p_0}{p_+}=\frac{g_0}{g_+}\frac{\nu_+}{\nu_0}
\exp\left[\frac{E_F-\varepsilon(M)}{k_BT}\right].
\]

Multiplying by the rate ratio gives

\[
\frac{p_0\Gamma_0}{p_+\Gamma_+}
=\frac{g_0}{g_+}
\exp\left[\frac{E_F-\varepsilon(S)}{k_BT}\right],
\]

because both \(\varepsilon(M)\) and the attempt frequencies cancel between the population ratio and the rate ratio. Apart from the prefactors, the level at \(M\) decides which charge is common, and the level at \(S\) decides which charge carries the motion.

## 7. A worked model

An atom moves beside a periodic row of host atoms with period \(a=0.38\) nm, at distance \(r_0=0.25\) nm from the row. Its path runs from a hollow site, \(x=0\), past a host atom at \(x=a/2\), to the next hollow. The row is closed into a ring of four sites with length \(L=4a\), and the host positions are \(X_j=(j+\tfrac12)a\), \(j=0,\ldots,3\). Distances are

\[
r_j=\sqrt{r_0^2+\left(\frac L\pi\right)^2
\sin^2\frac{\pi(x-X_j)}L}.
\]

With \(d_\sigma\) and \(c_{j\sigma}\) removing an electron of spin \(\sigma\) from the defect and host orbitals, the electronic Hamiltonian is

\[
\begin{aligned}
H={}&\sum_\sigma\varepsilon_d n_{d\sigma}+Un_{d\uparrow}n_{d\downarrow}
+\sum_{j\sigma}e_hn_{j\sigma}\\
&+\sum_{j\sigma}\left[t_hc^\dagger_{j\sigma}c_{j+1,\sigma}
+V_jd^\dagger_\sigma c_{j\sigma}+\text{h.c.}\right].
\end{aligned}
\]

The parameters are \(\varepsilon_d=0.3\), \(U=1.0\), \(e_h=-1.0\) and \(t_h=-0.5\) eV. The coupling is \(V_j=V_0\exp[-(r_j-r_0+y)/\ell_V]\), with \(V_0=0.5\) eV and \(\ell_V=0.10\) nm. The coordinate \(y\) is an outward breathing of the host row. To the electronic energy are added \(\sum_jA\exp[-(r_j-r_0)/\ell_A]\), with \(A=1.0\) eV and \(\ell_A=0.03\) nm, and \(\tfrac12Ky^2\), with \(K=1000\) eV/nm². The pair repulsion is kept independent of \(y\), which is a simplification. If it followed the row, with the same spring, it would push the row outward, most strongly at the saddle, and the barrier difference in Section 8 would be about 0.10 eV instead of 0.16 eV.

The host band is \(e_h+2t_h\cos\theta=-1-\cos\theta\) in eV, where \(\theta\) is the phase change per site. Its top, at \(\theta=\pi\), is zero, so \(E_V=0\). The neutral system has nine electrons and the positive one eight. The Hamiltonian is diagonalized in the full many-electron space of these five orbitals.

With \(y\) held at zero the row is symmetric about both \(x=0\) and \(x=a/2\), so these points are stationary along \(x\) for both charges. They are not stationary in \(y\), which is released in Section 8. On a grid of 41 points both energies rise steadily from the first to the second. The energies below are measured from the positive minimum, with \(E_F=0\).

| \(x\) (nm) | Positive (eV) | Neutral (eV) | Level (eV) |
|---|---:|---:|---:|
| 0 | 0.0000 | 0.4065 | 0.4065 |
| 0.0950 | 0.2194 | 0.7038 | 0.4844 |
| 0.1900 | 0.5438 | 1.0984 | 0.5546 |

The barriers were obtained from the work done along the path. For a normalized ground state \(\psi\), the derivative of its energy is \(\langle\psi|\partial H/\partial x|\psi\rangle\): the terms from the change of \(\psi\) add up to the energy times the derivative of the norm, which is zero. Adding the slope of the pair repulsion and integrating from \(M\) to \(S\) gives

\[
B_0-B_+=0.6919-0.5438=0.1481\ \text{eV}.
\]

The levels were found separately, from the Fermi energy at which the mean electron number is 8.5 at 300 K, with all charge states and excited states included. These Fermi energies are 0.3885 eV at \(M\) and 0.5367 eV at \(S\); before rounding, their difference is 0.1481 eV. The two routes differ by \(6\times10^{-8}\) eV. Each half-occupancy value lies below the level in the table by \(k_BT\ln2=0.0179\) eV, as derived for a doublet and a singlet.

Perturbation theory shows why coupling raises this level. Let \(V_k\) be the coupling to a filled host orbital of energy \(e_k\), and \(D_k=\varepsilon_d-e_k>0\). In the positive state, host electrons of both spins can hop virtually into the empty defect orbital at cost \(D_k\). In the neutral state one spin is blocked, and the other pays \(D_k+U\). To second order,

\[
\varepsilon\simeq\varepsilon_d+\sum_k|V_k|^2
\left(\frac2{D_k}-\frac1{D_k+U}\right),
\]

and the bracket is positive. At the hollow site the top host orbital, whose sign alternates from site to site, decouples by symmetry; beside a host atom it does not. The lower host orbitals also couple more strongly at \(S\). At second order the top orbital contributes 0.18 eV to the rise and the lower ones 0.08 eV; with the coupling to the top orbital removed, the exact level still rises by 0.065 eV. The second-order total, 0.26 eV, overestimates the exact 0.148 eV, mainly because at \(S\) the coupling to the top orbital, 0.18 eV, is not small beside its \(D_k=0.3\) eV. In rings of 6 to 24 sites the single top orbital matters less, the rise stays between 0.146 and 0.149 eV, and the levels move by up to 0.004 eV. The size of the rise is therefore taken from the diagonalization.

## 8. Releasing the breathing coordinate

Now each charge chooses its own \(y\). The barriers become 0.6904 eV (neutral) and 0.5292 eV (positive), and their unrounded difference is 0.1611 eV. Vertical levels at the neutral geometries rise by 0.1543 eV. The missing part is

\[
\lambda_S-\lambda_M=0.0090-0.0022=0.0068\ \text{eV},
\]

so the sum is 0.1611 eV, as Section 5 requires. In this test the relaxation energies came from integrating the force on \(y\), and the vertical levels from half occupancy. Leaving out the correction would change the predicted rate ratio at 300 K by a factor \(\exp(0.0068/0.02585)=1.30\).

The correction arises because the positive state relaxes further at the saddle. Its breathing displacement differs from the neutral one by 0.0021 nm at \(M\) and by 0.0045 nm at \(S\). Near a relaxed point the energy cost is quadratic in the displacement, so a small mismatch costs little and a doubled one about four times as much.

## 9. Reading the rates

Return to shared geometries. The attempt frequencies are 2.47 THz (neutral) and 2.02 THz (positive) for a mass of 28 u. The neutral well is stiffer, so by Section 4 the level curves upward at \(M\). At 300 K,

\[
\frac{\Gamma_0}{\Gamma_+}=1.224
\exp\left(-\frac{0.1481}{0.02585}\right)
\simeq4.0\times10^{-3}.
\]

The rates per direction are about 5.9 and 1470 s⁻¹. Setting \(\Gamma_q=1\ \text{s}^{-1}\) gives \(T=B_q/[k_B\ln(\nu_q/1\ \text{s}^{-1})]\): 281 K for the neutral defect and 223 K for the positive one. At 600 K, with energies and frequencies held fixed, the exponent halves and the rate ratio rises to about 0.07. Heating weakens the charge dependence.

For the second limit of Section 6, take \(E_F=0.48\) eV, between the two levels. At 300 K the ratio of neutral to positive populations is \((2/1.224)\exp(0.0735/0.02585)\simeq28\), so most defects are neutral. The ratio of neutral to positive hops is \(2\exp(-0.0746/0.02585)\simeq0.11\), so most hops are made by the positive minority. These ratios require equilibrium populations, so charge exchange must be fast compared with the duration of the anneal. It need not be faster than hopping: a hop to an equivalent minimum leaves the charge unchanged and does not disturb the populations.

Fixed charge during a crossing is easier to justify. With a rough capture cross-section of \(10^{-15}\) cm², a carrier speed of \(10^7\) cm/s and \(10^{16}\) carriers per cm³, the capture time is \(10^{-8}\) s. One vibration period, the scale of a crossing, is about \(5\times10^{-13}\) s. At this carrier density the waits between hops are far longer than the capture time. Such a density requires a Fermi energy near a band edge: about 0.1 eV away at 300 K for a light band (density-of-states mass 0.07 electron masses) and 0.2 eV for a mass near that of the free electron. At \(E_F=0.48\) eV in a gap of about 1.1 eV, carriers are far scarcer and capture is much slower. This favours fixed charge during a crossing and slows charge exchange. Capture of one carrier type changes the charge in one direction only, so the return, by emission or by the opposite carrier, must be estimated as well. With the same cross-section and speed and a hole mass near that of the free electron, the neutral defect captures a hole in about \(5\times10^{-4}\) s and the positive one emits a hole in about \(10^{-5}\) s. For the light mass these times are about 0.03 s and \(7\times10^{-4}\) s, the second being longer than the wait for a positive hop. In both cases the populations equilibrate well within an anneal of seconds; a deeper level, a smaller cross-section or a lower temperature can remove this margin.

Tunnelling is a small correction here. Averaging the transmission of a parabolic barrier over thermal energies gives the factor \((u/2)/\sin(u/2)\simeq1+u^2/24\), where \(u=\hbar|\omega_S|/k_BT\) and \(|\omega_S|\) is the magnitude of the imaginary angular frequency at the saddle. The leading correction is about 1 % for both rates at 300 K.

## 10. Real defects and limits of use

The model is not fitted to any material. It has no conduction band; the gap of 1.1 eV in the program serves only to check that both levels would lie inside a gap of that size. The path, the four-site host and the couplings are simplified, so the numbers are not predictions for a real defect. The assumption most at risk is that of shared geometries, since real defects can change site or symmetry with charge. An uncancelled relaxation energy of 0.1 eV, taken as an illustration, would change the 300 K rate ratio by a factor \(\exp(0.1/0.02585)\simeq48\). Relaxed levels, or vertical levels with the correction of Section 5, must then be used.

The identity holds for the ground-state energies whatever their character, but reading \(B_0\) as the barrier of a neutral defect requires the added electron to stay bound to it. If the level enters the conduction band, the added electron may leave the defect, and the computed neutral energy may describe a positive defect plus a free carrier. Likewise, if the level reaches the valence band, the computed positive energy may describe a neutral defect plus a free hole, and \(B_+\) is then not the barrier of a positive defect.

Finally, agreement between the two sides does not establish that the energies are accurate. Suppose a calculation gives \(E_+\) an error \(\delta(R)\). Both sides then change by \(-[\delta(S)-\delta(M)]\), and the identity still holds. An error equal at \(M\) and \(S\) cancels from the barriers and from the rise, though it still displaces each level. The numerical output gives the remaining intermediate values.

## Numbers as computed

```
period 0.38 nm, row distance 0.25 nm, gap 1.1 eV
host orbital -1.0 eV, host hopping -0.5 eV
defect orbital 0.3 eV, on-site U 1.0 eV
coupling 0.5 eV, coupling range 0.1 nm
pair repulsion 1.0 eV, range 0.03 nm
breathing spring 1000 eV/nm^2, mass 28 u
temperature 300 K, kT 0.02585 eV
host valence-band maximum on model scale 0.0000 eV
SHARED GEOMETRIES; energies from positive minimum, E_F at VBM
x 0.0000 nm: positive 0.0000, neutral 0.4065, level 0.4065 eV
x 0.0475 nm: positive 0.0541, neutral 0.4846, level 0.4306 eV
x 0.0950 nm: positive 0.2194, neutral 0.7038, level 0.4844 eV
x 0.1425 nm: positive 0.4370, neutral 0.9715, level 0.5345 eV
x 0.1900 nm: positive 0.5438, neutral 1.0984, level 0.5546 eV
neutral barrier from work 0.6919 eV
positive barrier from work 0.5438 eV
barrier difference 0.1481 eV
half-occupancy Fermi energy at minimum 0.3885 eV
half-occupancy Fermi energy at saddle 0.5367 eV
level rise from occupancy 0.1481 eV
mismatch of the two roads 6.1e-08 eV
spin shift kT ln 2 0.0179 eV
level slope at quarter period 1.207 eV/nm
UNSHARED GEOMETRIES
neutral breathing: minimum -0.00104 nm, saddle -0.00208 nm
neutral relaxed barrier 0.6904 eV
positive breathing: minimum -0.00318 nm, saddle -0.00654 nm
positive relaxed barrier 0.5292 eV
relaxed barrier difference 0.1611 eV
vertical level at neutral minimum 0.4085 eV
vertical level at neutral saddle 0.5629 eV
vertical level rise 0.1543 eV
positive relaxation energy at minimum 0.00217 eV
positive relaxation energy at saddle 0.00900 eV
relaxation correction 0.0068 eV
rate-ratio error factor if omitted 1.30
RATES AND NEGLECTED EFFECTS, shared geometries
neutral attempt frequency 2.467 THz
neutral hop rate per direction 5.863e+00 1/s
neutral temperature for 1 hop/s per direction 281.4 K
neutral leading tunnelling correction 1.15 %
positive attempt frequency 2.016 THz
positive hop rate per direction 1.474e+03 1/s
positive temperature for 1 hop/s per direction 222.7 K
positive leading tunnelling correction 0.97 %
neutral/positive prefactor ratio 1.224
neutral/positive hop-rate ratio 3.977e-03
capture inputs: 1e-15 cm2, 1e+07 cm/s, 1e+16 cm^-3
carrier capture time 1.0e-08 s
neutral vibration period, crossing scale 4.05e-13 s
positive vibration period, crossing scale 4.96e-13 s
```
